# Choosing the broadening in surface Green function phonon transmission

## What symmetry fixes before any calculation

An infinite chain has equal masses $m$ joined by equal springs $K$. The mass at site $n=0$ is replaced by $M=(1+\varepsilon)m$. A wave of angular frequency $\omega$ arrives from the left, and $T$ is the fraction of its energy that passes. Since $T$ has no dimension, it can depend only on the dimensionless ratios $M/m$ and $m\omega^2/K$. The second is expressed by the phase advance per site $\theta$, with $0<\theta<\pi$. Inserting $u_n=e^{i\theta n}$ into the equation of motion of a host mass gives

$$m\omega^2=2K(1-\cos\theta)=4K\sin^2(\theta/2),\qquad \omega_{\max}=2\sqrt{K/m}.$$

Mirror symmetry about site 0 says more. An odd wave has $u_0=0$, so it does not feel the changed mass. An even wave outside the defect must be $\cos(\theta|n|+\delta)$, with one unknown phase $\delta$. Apart from constant factors, the two waves are

$$e^{-i\theta|n|}+e^{2i\delta}e^{i\theta|n|},\qquad \mathrm{sgn}(n)\left(e^{-i\theta|n|}-e^{i\theta|n|}\right).$$

Half their difference has no incoming part on the right and unit incoming amplitude on the left. Its outgoing amplitude on the right is $t=(e^{2i\delta}+1)/2=e^{i\delta}\cos\delta$. Hence

$$T=\cos^2\delta=\frac{1}{1+\tan^2\delta}.$$

The changed mass enters through one term, $\varepsilon m\omega^2u_0$, with $u_0=\cos\delta$. The equation at site 0 is linear in $\cos\delta$ and $\sin\delta$, and $\delta=0$ solves it when $\varepsilon=0$. Therefore $\tan\delta=\varepsilon F(\theta)$, and only $F$ remains to be found.

With many atoms per layer, $T$ can be computed from surface Green functions. The doubling method used here needs a broadening $\eta$ and a number of steps, or a convergence threshold. The chain shows what these settings do, because every quantity can be followed by hand.

## What the surface function is

The time factor is $e^{-i\omega t}$. Inside the leads, $m\omega^2$ is replaced by $z=m\omega^2+i\eta$ with $\eta>0$; the defect keeps the real value $M\omega^2$. Here $\eta$ has the unit of a spring constant. A program that adds $i\eta_\omega$ to the frequency instead uses $m(\omega+i\eta_\omega)^2\approx m\omega^2+2im\omega\eta_\omega$, so $\eta=2m\omega\eta_\omega$ to first order.

Take $N$ lead sites, $n=0,\dots,N-1$, with the neighbours at $n=-1$ and $n=N$ held at rest. The surface function $g_N$ is the displacement $u_0$ in

$$(z-2K)u_0+Ku_1=1,$$

while the other sites obey $(z-2K)u_n+K(u_{n+1}+u_{n-1})=0$. The latter is solved by powers of $\lambda$, where $z=2K-K(\lambda+\lambda^{-1})$ and $|\lambda|<1$. The condition $u_N=0$ selects $u_n\propto\lambda^{N-n}-\lambda^{-(N-n)}$. Continuing this expression to $n=-1$ gives $(z-2K)u_0+Ku_1=-Ku_{-1}$, so the surface equation requires $-Ku_{-1}=1$. Therefore

$$g_N=-\frac{u_0}{Ku_{-1}}=-\frac{\lambda}{K}\,\frac{1-\lambda^{2N}}{1-\lambda^{2N+2}},\qquad g=\lim_{N\to\infty}g_N=-\frac{\lambda}{K}.$$

To see how fast the limit is reached, write $\lambda=e^{i(\theta+i\kappa)}$. Expanding $2K[1-\cos(\theta+i\kappa)]=m\omega^2+i\eta$ to first order gives $2K\sin\theta\,(i\kappa)=i\eta$, or

$$\kappa=\frac{\eta}{2K\sin\theta}.$$

The amplitude thus falls by $e^{-\kappa}$ per site. At $\eta=0$ inside the band, $|\lambda|=1$ and the limit does not exist: $g_N=-\sin(N\theta)/[K\sin((N+1)\theta)]$ is real for every $N$. A real surface function carries no energy away. The broadening must therefore be positive during the doubling and may go to zero only afterwards.

## What a doubling step does

Let $e_s$ be the stiffness of the surface site, $e$ that of the other sites and $a$ the coupling. They start at $e_s=e=2K$ and $a=-K$. With the same source term 1 at site 0,

$$(z-e_s)u_0=1+au_1,\qquad (z-e)u_n=a(u_{n-1}+u_{n+1}).$$

Solving the second equation for each odd site and inserting the result at the even sites leaves equations of the same form, with

$$e_s'=e_s+\frac{a^2}{z-e},\qquad e'=e+\frac{2a^2}{z-e},\qquad a'=\frac{a^2}{z-e}.$$

The surface site gains one such term because it has one neighbour; the others gain two. After $k$ steps, $(z-e_s)u_0=1+au_{2^k}$. Dropping the last term means holding site $2^k$ at rest, so $k$ steps give $g_N$ with $N=2^k$. Dividing $g_N$ by $g$ and subtracting 1 gives the relative error

$$\frac{g_N}{g}-1=-\frac{\lambda^{2N}(1-\lambda^2)}{1-\lambda^{2N+2}},\qquad \left|\frac{g_N}{g}-1\right|\approx2\sin\theta\;e^{-2^{k+1}\kappa}.$$

The last form holds for small $\kappa$ and large $2^{k+1}\kappa$. For a wanted relative error $\tau<2\sin\theta$, the number of steps is

$$k\ge\log_2\!\left[\frac{\ln(2\sin\theta/\tau)}{2\kappa}\right].$$

At $\theta=1.3$, $\eta=0.01K$ and nine steps, the computed error is 0.00943 and the law gives 0.00949. A broadening ten times smaller costs $\log_2 10\approx3.3$ more steps, whereas a direct calculation would need ten times more sites.

## From the surface function to the closed formula

A lead acts on site 0 through its self-energy $\Sigma=K^2g$. For $\eta\to0$,

$$\Sigma=-Ke^{i\theta},\qquad \Gamma=i(\Sigma-\Sigma^*)=2K\sin\theta.$$

If site 0 were held at rest, an incoming wave of unit amplitude would form $e^{i\theta n}-e^{-i\theta n}$ on the left, which equals $-2i\sin\theta$ at $n=-1$. Motion of site 0 adds the outgoing response $e^{i\theta}u_0$. On the right, $u_1=e^{i\theta}u_0$. Inserting both neighbours into $(M\omega^2-2K)u_0+K(u_{-1}+u_1)=0$ gives

$$(M\omega^2-2K+2Ke^{i\theta})u_0=2iK\sin\theta,$$

which is $G^{-1}u_0=i\Gamma$ with $G^{-1}=M\omega^2-2K-2\Sigma$. The transmitted wave has amplitude $t=u_0=i\Gamma G$. Both leads are alike, so the energy ratio is $T=|t|^2=\Gamma^2|G|^2$.

It remains to insert $M\omega^2=(1+\varepsilon)2K(1-\cos\theta)$. The terms without $\varepsilon$ are $2K-2K\cos\theta-2K+2K\cos\theta+2iK\sin\theta=2iK\sin\theta$. Thus

$$G^{-1}=2K[\varepsilon(1-\cos\theta)+i\sin\theta].$$

With $(1-\cos\theta)/\sin\theta=\tan(\theta/2)$,

$$t=\frac{1}{1-i\varepsilon\tan(\theta/2)},\qquad \boxed{T=\frac{1}{1+\varepsilon^2\tan^2(\theta/2)}}.$$

So $F(\theta)=\tan(\theta/2)$. Equal mass excess and deficit transmit alike; only the phase of $t$ differs. For long waves the reflected fraction is about $\varepsilon^2\theta^2/4$, because the defect mass is small beside the mass in one wavelength. Near the top of the band, with $\theta=\pi-\varphi$, $T\approx\varphi^2/(4\varepsilon^2)$ for $\varepsilon\ne0$ and $\varphi\ll|\varepsilon|$. For a massless site, $\varepsilon=-1$, $T=\cos^2(\theta/2)$: the two adjoining springs then act in series as one spring $K/2$.

The formula was tested with $\eta=10^{-7}K$ and 30 doublings, at 49 frequencies from 0.02 to 0.98 of $\omega_{\max}$ and for $M/m=0.3$, 0.5, 1, 1.70 and 5. The largest difference in $T$ was $4.9\times10^{-6}$. A second test used no Green function: a wave packet centred at $\theta=1.6$ met the defect with $M/m=1.70$. The energy fraction found beyond it was 0.65844, equal to the formula averaged over the packet to the digits shown.

## Choosing the broadening

More doublings remove the truncation error but not the bias caused by $\eta$. To first order, $\lambda=e^{i\theta}(1-\kappa)$. With $s=\sin\theta$ and $c=\cos\theta$, the width becomes $2Ks(1-\kappa)$, and

$$\frac{G^{-1}}{2K}=\varepsilon(1-c)-\kappa c+is(1-\kappa).$$

Let $D=s^2+\varepsilon^2(1-c)^2$, so that $T=s^2/D$. The numerator of $\Gamma^2|G|^2$ changes by the relative amount $-2\kappa$, and the denominator by $-2\kappa[s^2+\varepsilon c(1-c)]/D$. Subtracting, and using $(1-c)/s^2=1/(1+c)$,

$$\frac{\delta T}{T}=-2\kappa\left[1-T-\frac{T\varepsilon c}{1+c}\right].$$

At $\theta=2$, $\varepsilon=0.70$ and $\eta=10^{-4}K$, calculation and law both give $-8.47\times10^{-5}$.

The band edges are the demanding places, because $\kappa$ grows as $1/\sin\theta$. At low frequency the first-order bias tends to $+\varepsilon\eta/(2K\theta)=\varepsilon\kappa$, but the next order soon matters. For small $\theta$ and $\kappa\ll\theta$, the expression for $G^{-1}$ above gives $T\approx1-(\varepsilon\theta/2-\kappa/\theta)^2$, so the bias is about $\varepsilon\kappa-\kappa^2/\theta^2$. A heavy defect appears to transmit slightly more than it really does while $\kappa<\varepsilon\theta^2$, and less at still lower frequencies. The computed $T$ still cannot exceed 1: with $\eta$ in the leads alone, the imaginary part of $G^{-1}$ is exactly $\Gamma$, so $T=\Gamma^2/|G^{-1}|^2\le1$. The first-order law therefore requires $\kappa\ll|\varepsilon|\theta^2$ at the lower edge. At the upper edge the second-order term has the relative size $\kappa^2/(\pi-\theta)^2$, and $\kappa\ll(\pi-\theta)^2$ keeps it small beside $\kappa$.

It also matters where $\eta$ is added. If the defect site receives it too, the imaginary part above returns to $s$, and the bracket becomes $1-T\varepsilon c/(1+c)$. A perfect chain then loses $2\kappa$ of its transmission, whereas with $\eta$ in the leads alone it loses nothing to first order. A central region of $L$ damped host sites attenuates the energy by about $e^{-2\kappa L}$. For coherent transmission through a long region, keep $\eta$ out of it.

This gives a procedure:

1. Find the smallest and the largest $\sin\theta$ among the frequencies that matter.
2. Choose $\eta$ so that both the first-order bias and $\kappa^2/\sin^2\theta$ are well below the wanted error at all these frequencies. One frequency is not enough to judge by, because the bracket in the bias law can vanish there by chance.
3. An error $\tau$ in $g$ changes $\Gamma=2K\sin\theta$ by up to $2K\tau$, so choose $\tau$ well below the wanted relative error times the smallest $\sin\theta$. With this $\tau$, take the number of doublings from the step law at the largest $\sin\theta$, where $\kappa$ is smallest and the amplitude decays most slowly.
4. Reduce $\eta$ tenfold, add four doublings, and see whether $T$ moves.

There is also a lower limit. At $m\omega^2=2K$ the first step divides by $i\eta$ and gives

$$a'=-\frac{iK^2}{\eta},\qquad z-e'=i\left(\frac{2K^2}{\eta}+\eta\right),\qquad z-e_s'=i\left(\frac{K^2}{\eta}+\eta\right).$$

In the remaining chain the amplitude changes by $\lambda^2=-e^{-2\kappa}$ per site. The condition $z-e'=a'(\lambda^2+\lambda^{-2})$ then gives $4\kappa^2\approx\eta^2/K^2$, and the surface equation gives $1/g=z-e_s'-a'\lambda^2\approx2i\kappa K^2/\eta$. Both rest on the small addend $\eta$ beside $2K^2/\eta$. Relative rounding of about $10^{-16}$ disturbs this addend by a fraction of about $2\times10^{-16}(K/\eta)^2$, and $g$ by half that fraction. For $\eta=10^{-7}K$ the estimated error of $g$ is thus up to about 1%; for $\eta=10^{-5}K$ it is up to about $10^{-6}$. These are orders of magnitude: the actual error depends on how the digits round and is typically a few times smaller. Later doublings also divide by small numbers, for example at $\theta=\pi/4$ and $3\pi/4$ and at the odd multiples of $\pi/8$, with a smaller loss of digits than at $\pi/2$. The tests above did not include these frequencies. If one of them is needed, take a larger $\eta$ there or shift the frequency slightly.

## Several atoms per layer, and heat

With several coordinates per layer, $\Sigma$, $\Gamma$ and $G$ become matrices. All lead atoms are taken here to have the same mass $m$. Let $\phi_j$ be a normalized standing mode of the isolated left lead, with $z_j=m\omega_j^2$, and let $V$ couple the lead to the centre. Amplitude $A$ in this mode produces the central displacement $u=GV\phi_jA$. The right lead pulls back with force $-\Sigma_Ru$, so the mean power entering it is $-(\omega/2)\,\mathrm{Im}(u^\dagger\Sigma_Ru)=(\omega/4)u^\dagger\Gamma_Ru$.

A mode of energy $E$ has $|A|^2=2E/(m\omega^2)$. The sum over modes becomes an integral with $dz=2m\omega\,d\omega$, and the width of the left lead is $\Gamma_L=2\pi\sum_jV\phi_j\phi_j^\dagger V^\dagger\delta(z-z_j)$. The factors combine to

$$P=\int\frac{d\omega}{2\pi}\,E(\omega)\,\mathcal T(\omega),\qquad \mathcal T=\mathrm{Tr}(\Gamma_LG\Gamma_RG^\dagger).$$

The opposite flow has the same $\mathcal T$, since two leads at equal temperature exchange no net heat, whatever that temperature is. Taking $E=hf/(e^x-1)$ with $x=hf/k_BT_0$ and differentiating with respect to the temperature $T_0$ gives the conductance

$$G_{\rm th}=\int df\,k_B\,\frac{x^2e^x}{(e^x-1)^2}\,\mathcal T(f).$$

At high temperature the weight tends to 1. For the chain put $y=\omega/\omega_{\max}=\sin(\theta/2)$ and $b^2=1-\varepsilon^2$, with $0<|\varepsilon|<1$. Then

$$T=\frac{1-y^2}{1-b^2y^2}=\frac1{b^2}-\frac{\varepsilon^2}{b^2}\frac1{1-b^2y^2},\qquad \int_0^1T\,dy=\frac1{b^2}-\frac{\varepsilon^2}{b^3}\,\mathrm{artanh}\,b.$$

This is the conductance relative to a perfect chain.

## A silver plane in a copper electrode

Conductive-bridge memories use copper or silver as the active electrode. Consider copper in which one complete (100) plane is silver. At normal incidence whole planes move together, and with central forces between nearest neighbours longitudinal motion is a chain. Each atom has four bonds to the next plane at 45°, so $K=4k_b\cos^2 45^\circ=2k_b$, where $k_b$ is the bond spring.

Rough inputs are a top frequency of 7.2 THz, a plane spacing of 0.18 nm, and masses of 63.5 u and 107.9 u. Then $\varepsilon=107.9/63.5-1=0.699$, and $K=m(2\pi f_{\max})^2/4=54$ N/m. At 5 THz, $y^2=(5/7.2)^2=0.482$, so

$$T=\frac{1-0.482}{1-0.482+0.699^2\times0.482}=0.69.$$

The Green function gives the same value. Transmission is 0.99 at 1 THz and 0.11 at 7 THz. It is one half where $\tan(\theta/2)=1/\varepsilon$, at $7.2/\sqrt{1+0.699^2}=5.9$ THz. For $\eta=10^{-5}K$ and $\tau=10^{-7}$ at 5 THz, the step law gives 20.7, and 21 doublings were needed.

At 300 K the silver plane lowers the conductance of this channel from 0.096 to 0.073 nW/K, a ratio of 0.76. At 400 K the ratio is still 0.76, close to the high-temperature value of 0.756.

## How far the single channel represents copper

Of the corrections to the lattice ratio computed here, the largest comes from oblique waves. A face-centred cubic calculation with the same bond springs, all in-plane wavevectors and all three polarizations gives 0.084 nW/K per surface atom without silver and 0.037 with it, at 300 K. The ratio is 0.44, against 0.76 for the chain; a coarser wavevector grid also gives 0.44.

Polarization alone does not explain this. At normal incidence transverse waves obey the same formula with $K/2$, and have the same high-temperature ratio. A one-component model shows one way in which angle enters. In-plane motion adds a stiffness $D_\parallel$, so $m\omega^2=D_\parallel+2K(1-\cos\theta)$, and repeating the steps for $G$ gives $\tan\delta=\varepsilon m\omega^2/(2K\sin\theta)$. At fixed $\theta$, the in-plane part raises the inertial term $\varepsilon m\omega^2$ of the extra mass but not the width $\Gamma=2K\sin\theta$, so $T$ falls. At fixed frequency the comparison can go the other way: above $m\omega^2=2K$ a moderate $D_\parallel$ moves $\theta$ towards $\pi/2$ and raises $T$. The model is also not the whole cause in the face-centred cubic crystal. There the in-plane bonds add no stiffness to motion normal to the planes, while the in-plane phases change the coupling between planes and with it the width: for normal motion $K$ becomes $K(\cos p_x+\cos p_y)/2$, with $p_x,p_y$ the phase advances per half cube edge, and the polarizations mix. The ratio 0.44 comes from the full calculation, not from this model.

Springs matter as well. With the silver–copper springs set to 0.8 or 1.2 times $K$, as trial values, the 300 K ratio of the chain becomes 0.67 or 0.85, and $T$ at 5 THz becomes 0.42 or 0.76. A second-plane spring of $0.05K$ changes $T$ at 5 THz only from 0.69 to 0.67. Computed force constants at the defect therefore deserve more effort than a further reduction of $\eta$.

The harmonic assumption is also strained at 300 K. Equipartition gives each atom potential energy $3k_BT_0/2$, shared by six bonds, so the mean square stretch is $k_BT_0/(2k_b)=k_BT_0/K$. The root is 0.0088 nm, or 3.4% of the bond length. A Grüneisen parameter $\gamma$ means $\omega\propto r^{-3\gamma}$ for bond length $r$, hence $k_b\propto r^{-6\gamma}$. With a rough $\gamma=2$, a single bond's stiffness fluctuates by about 41% to first order in the stretch; the power law itself gives $-33\%$ for a stretch and $+52\%$ for a compression of this size. This is not a shift of the average spring, but it suggests that phonon scattering is not negligible in a thick electrode.

Finally, most heat in copper is carried by electrons. One free electron per atom gives 0.96 channels per surface atom and spin. Each carries at most $\pi^2k_B^2T_0/(3h)$, which totals 0.54 nW/K if no electron is reflected. This is about 6.5 times the lattice value without silver, and about 15 times the lattice value with the silver plane. The lattice constant of silver is about 13% larger than that of copper, so a flat, unstrained silver plane is an idealization, and the real springs beside it may differ from the trial values above. Real electrodes may also contain partial, rough or alloyed silver layers, for which no number was computed here. The results thus describe the lattice share of a ballistic conductance, not the thermal resistance of a device. The numerical output lists the values in full.

## Computed results

```
host mass 63.5 u, defect mass 107.9 u
top frequency 7.2 THz, spacing 0.18 nm
relative mass change eps = 0.6992
spring constant between planes = 53.95 N/m
long-wave sound speed = 4.07 km/s
doubling (6 steps) minus 64-site inverse = 6.0e-16 (K=1)
truncation error, 9 steps, eta=0.01 K, theta=1.3: 9.431e-03
  same from the exponential law: 9.489e-03
steps for error 1e-7 at 5 THz, eta=1e-5 K: 21 (law: 20.68)
largest |T_Green - T_formula|, 5 mass ratios = 4.9e-06
bias dT/T at theta=2, eta=1e-4 K: -8.474e-05 (law -8.474e-05)
wave packet at theta=1.6: energy passed = 0.65844
  closed formula averaged over packet = 0.65844
f (THz), theta (rad), T from Green function, T from formula
  1  0.2787  0.99048  0.99048
  2  0.5630  0.96073  0.96073
  3  0.8596  0.90686  0.90686
  4  1.1781  0.82084  0.82084
  5  1.5353  0.68710  0.68710
  6  1.9702  0.47368  0.47368
  7  2.6691  0.10599  0.10599
half-transmission frequency = 5.901 THz
high-temperature conductance ratio = 0.7561 (Green function 0.7562)
300 K: perfect channel 0.09588 nW/K, with defect 0.07330 nW/K, ratio 0.7645
400 K: perfect channel 0.09739 nW/K, with defect 0.07410 nW/K, ratio 0.7609
defect springs x 0.8: T(5 THz) = 0.4176, 300 K ratio = 0.6707
defect springs x 1.2: T(5 THz) = 0.7631, 300 K ratio = 0.8504
second-plane spring 0.05 K: T(5 THz) = 0.6655
outgoing waves counted in fcc test cases: [2, 3, 1, 3, 2, 1]
fcc, all angles and polarizations, 300 K: perfect 0.0843 nW/K per atom, with defect plane 0.0369
  ratio = 0.437 (coarser grid 0.443)
  with defect plane per area = 0.569 GW/(m2 K)
rms bond stretch at 300 K (classical) = 0.00876 nm, strain 3.44 %
  bond stiffness swing, Grueneisen 2: 41 %
free-electron channels per atom and spin = 0.960
ballistic electron conductance = 0.5449 nW/K per atom
  electrons / lattice with defect plane = 14.78
```
